\section*{Effective diffusivity with segregated grain boundaries: retarded penetration and steady permeation}

\section{A foil that fills slowly but does not leak less}

One face of an iron foil is exposed to hydrogen at 500 K. Hydrogen moves quickly through the lattice, but it binds to grain boundaries and, in the model used here, moves slowly along them. If the grains are made very small, does the hydrogen arrive later at the far face? Once it has arrived, does less of it pass?

The two questions have different answers. Arrival depends on how much solute must be supplied to fill the foil; the steady flux does not. I start with boundaries that run straight through the foil and hold no excess solute, then add segregation, then turn the boundaries across the flux.

\section{Parallel paths without segregation}

Let flat boundaries of width $\delta$ repeat with period $d$ along $y$, and let solute penetrate along $x$. The boundary volume fraction is $g=\delta/d$. The diffusivities are $D_l$ in the lattice and $D_b$ in the boundary, each isotropic and constant.

Suppose first that lattice and boundary hold the same concentration $c(x,t)$. The fluxes $-D_l\partial_xc$ and $-D_b\partial_xc$ occupy area fractions $1-g$ and $g$, so
\begin{equation}
J=-[(1-g)D_l+gD_b]\,\partial_x c .
\end{equation}
The mean concentration is $c$ itself, and conservation, $\partial_tc=-\partial_xJ$, gives the Hart average
\begin{equation}
D_{\rm Hart}=(1-g)D_l+gD_b .
\end{equation}
It reduces to $D_l$ at $g=0$ and to $D_b$ at $g=1$. When $g$ is small, a slow boundary can do little harm: even $D_b=0$ lowers the average just by the fraction $g$.

\section{Adding segregation}

In the dilute limit the chemical potentials are
\begin{equation}
\mu_l=\mu_l^0+k_BT\ln c_l,\qquad \mu_b=\mu_b^0+k_BT\ln c_b ,
\end{equation}
with both concentrations per unit volume. Local equilibrium means $\mu_l=\mu_b$, hence
\begin{equation}
c_b=s\,c_l,\qquad s=e^{(\mu_l^0-\mu_b^0)/k_BT}.
\end{equation}
The factor $s$ is constant in an isothermal, dilute sample. Interfaces are assumed to offer no extra resistance.

Define $c$ everywhere as the lattice concentration that would be in equilibrium with the local solute. The actual concentration is $c$ in the lattice and $sc$ in a boundary. Unlike the actual concentration, $c$ is continuous across an interface. Fick's law in the boundary reads $\mathbf j=-D_b\nabla(sc)=-sD_b\nabla c$. If $s(\mathbf r)$ and $D(\mathbf r)$ take their local values, with $s=1$ in the lattice, conservation becomes
\begin{equation}
s\,\partial_t c=\nabla\!\cdot(sD\nabla c).
\label{local}
\end{equation}

Average this over one period in $y$, writing $\langle\cdot\rangle$ for the average. The transverse flux is periodic, so its divergence averages to zero:
\begin{equation}
\partial_t\langle sc\rangle=\partial_x\langle sD\,\partial_xc\rangle .
\end{equation}
In type-A kinetics $c$ has time to become nearly uniform across a grain and can be taken out of the averages. What remains is a capacity and a permeability,
\begin{align}
K&=\langle s\rangle=(1-g)+gs,\\
P&=\langle sD\rangle=(1-g)D_l+gsD_b .
\end{align}
Thus $K\partial_tc=P\partial_x^2c$. The mean concentration $C=Kc$ obeys the same equation, with
\begin{equation}
D_{\rm eff}=\frac PK=\frac{(1-g)D_l+gsD_b}{(1-g)+gs}.
\label{deff}
\end{equation}

The numerator says how much solute moves for a given gradient of $c$. The denominator says how much must be supplied to raise $c$. Setting $s=1$ gives $K=1$ and recovers the Hart average.

\subsection{When does segregation retard?}

Subtract $D_l$ over the common denominator:
\begin{align}
D_{\rm eff}-D_l
&=\frac{(1-g)D_l+gsD_b-(1-g)D_l-gsD_l}{K}\nonumber\\
&=\frac{gs}{K}(D_b-D_l).
\label{crit}
\end{align}
For parallel boundaries, penetration is therefore slower than in the lattice if and only if $D_b<D_l$. Segregation does not create this retardation; it sets its size. The prefactor $w=gs/K$ is the share of solute held in boundaries, and
\begin{equation}
\frac{dw}{ds}=\frac{gK-gs\,g}{K^2}=\frac{g(1-g)}{K^2}>0 .
\end{equation}
At fixed $g$, $D_l$ and $D_b$, more segregation pulls $D_{\rm eff}$ towards $D_b$, whichever side of $D_l$ that lies on.

Two limits show the range. As $s\to\infty$, $w\to1$ and $D_{\rm eff}\to D_b$, since nearly all solute sits in boundaries. If the boundary solute is almost immobile, $sD_b\ll D_l$, and $g\ll1$, then $D_{\rm eff}\approx D_l/(1+gs)$, the result for reversible traps. A small boundary volume now matters as soon as $gs$ is comparable with one.

\section{Depth, uptake, flux and delay}

Let an empty, thick sample have its surface held at $c=c_0$ from $t=0$. Try $c=c_0f(\eta)$ with $\eta=x/(2\sqrt{D_{\rm eff}t})$. Then
\begin{equation}
\partial_tc=-\frac{\eta}{2t}c_0f',\qquad
D_{\rm eff}\partial_x^2c=\frac{c_0f''}{4t},
\end{equation}
so $f''=-2\eta f'$ and $f'\propto e^{-\eta^2}$. With $f(0)=1$ and $f(\infty)=0$,
\begin{equation}
c=c_0\,{\rm erfc}\!\left(\frac{x}{2\sqrt{D_{\rm eff}t}}\right).
\end{equation}
The depth at a chosen $c/c_0$ scales as $\sqrt{D_{\rm eff}}$. Since $f'(0)=-2/\sqrt\pi$, the entering flux is $Pc_0/\sqrt{\pi D_{\rm eff}t}$. Its time integral, the uptake per area, is
\begin{equation}
M=2Pc_0\sqrt{\frac{t}{\pi D_{\rm eff}}}=2c_0\sqrt{\frac{KPt}{\pi}},
\end{equation}
because $P/\sqrt{D_{\rm eff}}=\sqrt{KP}$. A shallower profile can thus contain more solute.

Now take a film of thickness $L$ with $c=0$ held at its exit. The steady solution is $c=c_0(1-x/L)$, with flux
\begin{equation}
J_s=Pc_0/L .
\end{equation}
The capacity has dropped out. Parallel boundaries raise the steady flux when $sD_b>D_l$, since $P-D_l=g(sD_b-D_l)$. In the window $D_l/s<D_b<D_l$ they delay penetration and also increase permeation.

The delay follows from (\ref{local}). Multiply it by $x/L$, average over $y$, and integrate from 0 to $L$. With $m=\int_0^L\langle sc\rangle(x/L)\,dx$, integration by parts gives
\begin{align}
\frac{dm}{dt}
&=\left[\frac xL\langle sD\partial_xc\rangle\right]_0^L
-\frac1L\int_0^L\langle sD\partial_xc\rangle dx\nonumber\\
&=-J_{\rm out}+\frac{Pc_0}{L}.
\end{align}
The last integral is elementary because $sD$ does not depend on $x$ and $c$ falls from $c_0$ to 0 on every line. Integrating from an empty film, the released amount is $Q=J_st-m$. At late times
\begin{equation}
m\to Kc_0\int_0^L\left(1-\frac xL\right)\frac xL\,dx=\frac{Kc_0L}{6}.
\end{equation}
Dividing by $J_s$ yields $Q\to J_s(t-t_{\rm lag})$, with
\begin{equation}
t_{\rm lag}=\frac{KL^2}{6P}=\frac{L^2}{6D_{\rm eff}} .
\end{equation}
Nowhere was $c$ assumed uniform across a grain during the transient. For parallel boundaries obeying (\ref{local}), the lag therefore keeps this value outside type A, although the profile does not. A measured lag alone cannot establish type-A kinetics.

\section{How slow is slow enough?}

To find when (\ref{deff}) describes the profile, insert $c=\phi(y)e^{ikx-\lambda t}$ into (\ref{local}):
\begin{equation}
-\lambda s\phi=(sD\phi')'-k^2sD\phi .
\end{equation}
For small $k$ write $\phi=1+k^2\phi_1+k^4\phi_2+\dots$ and $\lambda=\lambda_1k^2+\lambda_2k^4+\dots$. At order $k^2$,
\begin{equation}
(sD\phi_1')'=s(D-\lambda_1).
\end{equation}
The left side averages to zero, so $\lambda_1=\langle sD\rangle/\langle s\rangle=D_{\rm eff}$. At order $k^4$,
\begin{equation}
-\lambda_1s\phi_1-\lambda_2s=(sD\phi_2')'-sD\phi_1 .
\end{equation}
Average again, then use the order-$k^2$ equation and one integration by parts:
\begin{equation}
K\lambda_2=\langle s(D-\lambda_1)\phi_1\rangle
=\langle(sD\phi_1')'\phi_1\rangle=-\langle sD\phi_1'^2\rangle .
\end{equation}
Hence $\lambda=D_{\rm eff}k^2-\beta k^4+\dots$, with $\beta=\langle F^2/(sD)\rangle/K$ and $F=sD\phi_1'$.

By symmetry $F$ vanishes at the centres of grain and boundary. Since $F'=s(D-D_{\rm eff})$ is constant in each region, $|F|$ rises linearly from either centre to the same value at the interface,
\begin{equation}
F_m=|D_l-D_{\rm eff}|\,a,\qquad a=\frac{d-\delta}{2}.
\end{equation}
The mean square of a linear rise from zero is $F_m^2/3$. The half-widths $a$ and $\delta/2$ fill the half-period $d/2$, so
\begin{equation}
\beta=\frac{2F_m^2}{3dK}\left[\frac a{D_l}+\frac{\delta/2}{sD_b}\right].
\end{equation}
Type A requires $\beta k^2\ll D_{\rm eff}$, with $1/k$ the length over which the profile varies. If $D_b=D_l$, then $F_m=0$ and the correction vanishes, as it must when $c$ stays uniform in $y$. If $D_b\to0$ at fixed $s$, the second term diverges: solute cannot fill the boundary's interior in time. An immobile boundary can be treated as an equilibrated trap just when exchange across its width is still fast.

\section{Boundaries across the flux}

Turn the layers so that solute must cross them. In steady flow $J$ is uniform, and the fall of $c$ over one period is
\begin{equation}
-\Delta c=J\left[\frac{d-\delta}{D_l}+\frac{\delta}{sD_b}\right].
\end{equation}
Setting $J=-P_\perp\Delta c/d$ gives
\begin{equation}
\frac1{P_\perp}=\frac{1-g}{D_l}+\frac g{sD_b}.
\end{equation}
The capacity is still $K$. For profiles that vary slowly over a period, the local flux is nearly steady, and $D_{\rm eff}=P_\perp/K$ to leading order. With $r=D_l/(sD_b)$,
\begin{align}
\frac{D_l}{D_{\rm eff}}&=[1+g(s-1)][1+g(r-1)]\nonumber\\
&=1+g(s+r-2)+g^2(s-1)(r-1).
\end{align}
When $g(s-1)$ and $g(r-1)$ are both small, retardation requires
\begin{equation}
s+\frac{D_l}{sD_b}>2 .
\end{equation}

This differs from the parallel rule. Take $s=10$, $D_b=10D_l$ and $g=0.05$. Then $K=1.45$ and $D_l/P_\perp=0.95+0.0005=0.9505$, so $D_{\rm eff}/D_l=1/(1.45\times0.9505)=0.726$. A boundary ten times faster than the lattice retards penetration, because it must be filled while offering no continuous fast path. In the parallel arrangement the same boundary would accelerate it.

For a general periodic grain structure, with $x$ along a symmetry axis, slow profiles again give $D_{\rm eff}=P/K$. Here $P$ is found from steady flow through one cell. Write $q=sD$. For a mean gradient $G$, the true field minimizes $\langle q|\nabla c|^2\rangle=PG^2$; the trial of a uniform gradient gives $P\le\langle q\rangle$. For a mean flux $J$, the true flux minimizes $\langle|\mathbf j|^2/q\rangle=J^2/P$ among divergence-free fields; a uniform flux gives $1/P\le\langle1/q\rangle$. Grain shape can move $P$ between the crossing and parallel values, but it leaves $K$ unchanged at fixed $g$ and $s$.

\section{When boundary sites fill}

A strongly binding boundary may saturate. Let each site hold one atom, with occupancy $\theta$, and let $X$ be the number of solute atoms per host atom in the lattice. With one boundary site per host atom and equal host densities, equilibrium gives
\begin{equation}
\frac{\theta}{1-\theta}=sX,\qquad \theta=\frac{sX}{1+sX}.
\end{equation}
A small rise in $X$ is then accompanied by
\begin{equation}
\frac{d\theta}{dX}=\frac{s}{(1+sX)^2}=s(1-\theta)^2 .
\end{equation}
Jumps into occupied sites are blocked, but the net rate between neighbours is proportional to
\begin{equation}
\theta_i(1-\theta_{i+1})-\theta_{i+1}(1-\theta_i)=\theta_i-\theta_{i+1}.
\end{equation}
Fick's law in the boundary keeps the same $D_b$. In both $K$ and $P$, $s$ is replaced by $s(1-\theta)^2$, and $D_{\rm eff}$ depends on concentration. For $\theta\to0$ the earlier result returns. For $\theta\to1$ the boundaries stop absorbing, $K\to1-g$. Parallel boundaries then give $D_{\rm eff}\to D_l$. Boundaries across the flux behave oppositely: the term $g/[s(1-\theta)^2D_b]$ in $1/P_\perp$ grows without bound, so a saturated crossing layer blocks the flow and $D_{\rm eff}\to0$.

\section{Hydrogen in fine-grained iron}

The following inputs are illustrative values for hydrogen in $\alpha$-iron, not a fit to measurements. Both diffusivities have prefactor $10^{-3}$ cm$^2$/s, with barriers of 0.05 eV in the lattice and 0.30 eV in the boundary. The segregation energy is 0.32 eV. Take $\delta=0.5$ nm, $d=100$ nm and $L=100\,\mu$m, with parallel boundaries. At 500 K, $k_BT=0.04309$ eV, and
\begin{align}
s&=e^{0.32/0.04309}=1681,\\
D_l&=10^{-3}e^{-0.05/0.04309}=3.13\times10^{-4}\ {\rm cm^2/s},\\
D_b&=10^{-3}e^{-0.30/0.04309}=9.47\times10^{-7}\ {\rm cm^2/s}.
\end{align}
With $g=0.005$, $gs=8.40$ and $K=0.995+8.403=9.40$. Boundaries fill 0.5\% of the volume and hold 89\% of the hydrogen. Since $sD_b=1.59\times10^{-3}$ cm$^2$/s,
\begin{align}
P&=0.995(3.133\times10^{-4})+0.005(1.591\times10^{-3})\nonumber\\
&=3.20\times10^{-4}\ {\rm cm^2/s},\\
D_{\rm eff}&=P/K=3.40\times10^{-5}\ {\rm cm^2/s}\nonumber\\
&=3.40\times10^{-9}\ {\rm m^2/s}.
\end{align}
This is $0.109D_l$. With $s=1$ and the same diffusivities, the Hart average would be $3.12\times10^{-4}$ cm$^2$/s, almost the lattice value.

After 0.01 s, $c=0.1c_0$ lies at 13.6 $\mu$m, against 41.2 $\mu$m in lattice alone. The lag rises from 0.053 to 0.49 s. At the same $c_0$ and time, uptake before the exit matters is $\sqrt{KP/D_l}=3.1$ times larger. The steady flux is 2\% higher. These boundaries postpone hydrogen; they do not stop it. In this parallel geometry $P\ge(1-g)D_l$, so even immobile boundary hydrogen could lower the steady flux by at most 0.5\%.

Warming lowers the share of solute held in the boundaries: $D_{\rm eff}/D_l$ is 0.019 at 400 K, 0.30 at 600 K and 0.51 at 700 K. Grain size acts through $gs=s\delta/d$, which equals one at $d=840$ nm. At 500 K the ratio is 0.026 for 20 nm grains, 0.54 for 1 $\mu$m and 0.92 for 10 $\mu$m.

\subsection{What a real foil changes}

The 100 nm grains are very fine. At 500 K the model predicts much weaker retardation for grains of a micrometre or more. This does not carry over to lower temperatures, where $s$ is far larger: at 300 K the same inputs give $D_{\rm eff}/D_l=0.08$ even for 10 $\mu$m grains in the dilute limit. With $s\approx2.4\times10^5$ that limit needs $X$ well below $10^{-6}$: filling of boundary sites raises the ratio to 0.11 at $X=10^{-6}$ and to 0.49 at $X=10^{-5}$, and a sixfold smaller $s$ (see below) raises the dilute value to 0.34. Finite grain size itself is harmless in these cases: at $k=\pi/L$, $\beta k^2/D_{\rm eff}=6\times10^{-7}$ for 100 nm grains at 500 K and $7\times10^{-3}$ for 10 $\mu$m grains at 300 K.

Real grains also have boundaries across the flux. For square columns with one set parallel and one set crossing, $g=1-0.995^2$. A finite-volume solution for steady flow gives $P/D_l=1.024$, hence $D_{\rm eff}=1.8\times10^{-5}$ cm$^2$/s. For cubes, $g=1-0.995^3$, and the two bounds on $P$ place $D_{\rm eff}$ between $1.22$ and $1.28\times10^{-5}$ cm$^2$/s. Extra capacity, rather than blocked flow, causes the reduction, because these inputs give $sD_b\approx5D_l$. This is a property of the inputs, not of every foil: with $sD_b=0.01D_l$, crossing layers at $g=0.005$ would give $P_\perp=D_l/(0.995+0.5)=0.67D_l$, and the foil would leak less.

The site count matters even more. Body-centred cubic iron has six tetrahedral sites per atom; if the boundary offers one, $s$ falls sixfold. At unchanged $D_b$, $D_{\rm eff}$ rises to $1.3\times10^{-4}$ cm$^2$/s, and the steady flux lies 0.1\% below the lattice value instead of 2\% above it. The sign of that small change is therefore not settled by these inputs. A Gaussian spread $\sigma$ of site energies acts the other way: averaging $e^{E/k_BT}$ multiplies $s$ by $e^{\sigma^2/2(k_BT)^2}$. For $\sigma=0.05$ eV this is 1.96, and at unchanged $P$ it gives $1.8\times10^{-5}$ cm$^2$/s. The ninefold retardation is therefore a rough estimate.

Two other corrections are smaller for the values chosen here. At $X=10^{-6}$, keeping $s=1681$, boundary occupancy is 0.17\% and $D_{\rm eff}$ changes by 0.3\%. Dislocations of density $10^{10}$ cm$^{-2}$, with cores of radius 0.5 nm and the same $s$, add $\pi(0.5\,{\rm nm})^2(10^{10}\,{\rm cm^{-2}})s=0.13$ to $K$, about 1\%. This term is proportional to the density: at $10^{12}$ cm$^{-2}$ it would be 13, more than the boundaries supply. In 10 $\mu$m grains even 0.13 exceeds the boundary term $gs=0.084$, so dislocations cannot be neglected there. Slow surface reactions are left out and have not been sized. They would prevent $c_0$ from being held fixed, and the predicted depth, uptake and flux would then no longer apply.

Numerical values quoted here were computed with a short program.
